# The Wulff–Kaischew rule for a faceted crystal on a substrate

## The physical situation

A metal deposited on an oxide often gathers into small faceted islands. Given time to rearrange its atoms at fixed volume, an island seeks the shape of least free energy. Without a substrate, each facet lies at a distance from a common centre proportional to its surface energy. Contact with a substrate replaces one crystal surface by an interface. Where does the substrate plane cut the crystal, and can the centre lie outside it?

## The energy that is minimised

Let free facet $i$ have outward unit normal $\mathbf n_i$, area $A_i$ and surface energy $\gamma_i$ per area. The contact facet has area $A_s$ and normal $\mathbf n_s$ pointing into the substrate. The substrate is flat and rigid, with total area $A_{\rm tot}$. Its bare surface costs $\gamma_{\rm sub}$ per area and the interface costs $\gamma_{\rm int}$. The total is

$$F_{\rm tot}=\sum_{\rm free}\gamma_iA_i+\gamma_{\rm int}A_s+\gamma_{\rm sub}(A_{\rm tot}-A_s).$$

The constant $\gamma_{\rm sub}A_{\rm tot}$ does not affect the shape. Dropping it leaves

$$F=\sum_{\rm free}\gamma_iA_i+(\gamma_{\rm int}-\gamma_{\rm sub})A_s .$$

Pulling the crystal off the substrate destroys the interface and exposes two surfaces. The work per area is the adhesion energy

$$\beta=\gamma_f+\gamma_{\rm sub}-\gamma_{\rm int},$$

where $\gamma_f$ belongs to the film surface exposed by the separation. It is the surface energy of that orientation, not an average over the crystal. Rearranging gives $\gamma_{\rm int}-\gamma_{\rm sub}=\gamma_f-\beta$, so

$$F=\sum_i\sigma_iA_i,\qquad \sigma_i=\gamma_i\ \text{(free)},\qquad \sigma_s=\gamma_f-\beta. \tag{1}$$

The coefficient $\sigma_s$ is negative when $\beta>\gamma_f$.

The model has size-independent surface energies and no strain energy, edge energy or atomic layers. The competing shapes are convex polyhedra with facet normals from a given finite list.

## Signed distances and stationarity

Choose an origin $O$ and let $d_i=\mathbf n_i\cdot\mathbf x$ for any point $\mathbf x$ on facet $i$. This distance is counted along the outward normal. Since $\mathbf n_s$ points down, $d_s>0$ puts $O$ above the substrate plane and $d_s<0$ puts it below.

The divergence theorem applied to the field $\mathbf x$, whose divergence is 3, gives

$$3V=\sum_i\int_{A_i}\mathbf n_i\cdot\mathbf x\,dA=\sum_i d_iA_i, \tag{2}$$

whatever the signs of the distances. Moving facet $i$ outward by $dd_i$ adds a slab of volume $A_i\,dd_i$ to first order, so $dV=\sum_iA_i\,dd_i$. Differentiating (2) and subtracting this,

$$\sum_i d_i\,dA_i=3\,dV-\sum_iA_i\,dd_i=2\,dV. \tag{3}$$

Now suppose that all facets present obey $d_i=\lambda\sigma_i$ with one $\lambda>0$. Then

$$dF=\sum_i\sigma_i\,dA_i=\frac1\lambda\sum_i d_i\,dA_i=\frac{2}{\lambda}\,dV. \tag{4}$$

At fixed volume $dF=0$ for small moves of the facets present, so the shape is stationary under such moves. It remains to show that it is the minimum and that no other shape does as well.

## Proof of the minimum

Define the body

$$W=\{\mathbf y:\ \mathbf n_i\cdot\mathbf y\le\sigma_i\ \text{for all }i\}$$

and assume that its volume $V_W$ is positive. Its coordinates have the unit of surface energy. The origin may lie outside $W$; this happens when $\sigma_s<0$.

Let $K$ be any competing crystal of volume $V$. We map $K$ onto $W$ one coordinate at a time:

- $T_1(x_1)$ is chosen so that the fraction of $W$ with first coordinate below $T_1$ equals the fraction of $K$ with first coordinate below $x_1$.
- $T_2(x_1,x_2)$ matches area fractions in the same way, between the slice of $K$ at $x_1$ and the slice of $W$ at $T_1$.
- $T_3(x_1,x_2,x_3)$ matches length fractions on the corresponding chords.

Write $a_K,a_W$ for the slice areas and $\ell_K,\ell_W$ for the chord lengths. Differentiating the three matching conditions gives

$$\partial_1T_1=\frac{a_K/V}{a_W/V_W},\qquad
\partial_2T_2=\frac{\ell_K/a_K}{\ell_W/a_W},\qquad
\partial_3T_3=\frac{\ell_W}{\ell_K}.$$

All three are positive and their product is $V_W/V$. The arithmetic mean of positive numbers is at least their geometric mean, so

$$\nabla\cdot\mathbf T\ge 3\left(\frac{V_W}{V}\right)^{1/3}. \tag{5}$$

Integrate over $K$ and use the divergence theorem. Each image point lies in $W$, hence $\mathbf n_i\cdot\mathbf T\le\sigma_i$, and

$$3V^{2/3}V_W^{1/3}\le\int_K\nabla\cdot\mathbf T\,dV=\sum_i\int_{A_i}\mathbf n_i\cdot\mathbf T\,dA\le\sum_i\sigma_iA_i=F. \tag{6}$$

Derivatives of $\mathbf T$ may diverge at the boundary of $K$. One therefore applies the theorem to a copy of $K$ shrunk by a factor $r<1$ about an interior point. There $\mathbf T$ is continuous with bounded derivatives, because slices and chords of a polyhedron change at a finite rate away from its ends. The surface term is at most $r^2F$, and $r\to1$ gives (6). No sign of $\sigma_s$ was used.

A case that can be done by hand shows the inequalities at work. Let $K$ be the unit cube and let $W$ be the tetrahedron $y_i\ge0$, $y_1+y_2+y_3\le1$, of volume $1/6$. With $u=1-x_1$ and $v=1-x_2$ the map is

$$T_1=1-u^{1/3},\quad T_2=u^{1/3}(1-v^{1/2}),\quad T_3=u^{1/3}v^{1/2}x_3 .$$

The diagonal derivatives are $\tfrac13u^{-2/3}$, $\tfrac12u^{1/3}v^{-1/2}$ and $u^{1/3}v^{1/2}$, with product $1/6$. Their integrals over the cube are $1$, $\tfrac34$ and $\tfrac12$, which sum to $2.25$. The lower bound is $3(1/6)^{1/3}=1.65$. The surface bound is 3, since the tetrahedron reaches distance 1 along three cube normals and 0 along the other three. Thus $1.65<2.25<3$.

**The bound is attained.** Take $K=\lambda W$ with $\lambda=(V/V_W)^{1/3}$. Each facet present in $W$ lies at distance $\sigma_i$, so (2) gives $\sum_i\sigma_iA_i(W)=3V_W$. Areas scale as $\lambda^2$, and

$$F=3\lambda^2V_W=3V^{2/3}V_W^{1/3}=\frac{3V}{\lambda}. \tag{7}$$

**The minimiser is unique.** If $F$ equals the bound, (5) must be an equality almost everywhere in $K$. The three diagonal derivatives then all equal $c=(V_W/V)^{1/3}$, and $T_1=cx_1+a$. The first axis may be any unit vector $\mathbf e$, with $a=a(\mathbf e)$. Let $h_K(\mathbf e)$ be the greatest value of $\mathbf e\cdot\mathbf x$ in $K$, and define $h_W$ likewise. Since $T_1$ carries the end of $K$ to the end of $W$,

$$h_W(\mathbf e)=c\,h_K(\mathbf e)+a(\mathbf e).$$

The map preserves volume fractions, so it also carries averages to averages. With centroids $\bar{\mathbf x}_K$ and $\bar{\mathbf y}_W$ this reads $\mathbf e\cdot\bar{\mathbf y}_W=c\,\mathbf e\cdot\bar{\mathbf x}_K+a(\mathbf e)$. Hence $a(\mathbf e)=\mathbf e\cdot\mathbf t$ with the fixed vector $\mathbf t=\bar{\mathbf y}_W-c\bar{\mathbf x}_K$. Therefore $W$ and $cK+\mathbf t$ reach equally far in every direction, and convex bodies with that property coincide. So $K$ is $\lambda W$ with $\lambda=1/c$, up to a translation. The substrate fixes the height, which leaves sliding along the surface.

## The rule and its conditions

The image of the origin of $W$ is the Wulff point $O$. Measured from it, the minimum-energy crystal obeys

$$\boxed{\ \frac{d_i}{\gamma_i}=\frac{d_s}{\gamma_f-\beta}=\lambda\quad\text{for all free facets present}\ } \tag{8}$$

For $\beta=\gamma_f$ the second ratio is read as $d_s=0$. Suppose the contact orientation is also a facet of the free crystal, as in the example below. A free crystal with the same $\lambda$ then has its lower face at depth $\lambda\gamma_f$ below $O$. The substrate cuts it at depth $\lambda(\gamma_f-\beta)$, so adhesion removes a thickness $\lambda\beta$.

The contact plane must be a real facet of $W$, and $W$ must have positive volume. If the top facet is parallel to the substrate with energy $\gamma_{\rm top}$, the height is

$$H=d_{\rm top}+d_s=\lambda(\gamma_{\rm top}+\gamma_f-\beta). \tag{9}$$

A three-dimensional island therefore needs $\beta<\gamma_{\rm top}+\gamma_f$, or $\beta<2\gamma_f$ when the two surfaces are equivalent. It also needs $\beta\ge0$; otherwise detachment lowers the energy.

## Worked example: a 100 nm³ island

Take an fcc crystal with $\{100\}$ and $\{111\}$ facets, its (001) face on the substrate. The round parameters are $\gamma_{100}=10$, $\gamma_{111}=9$ and $\beta=6$ eV/nm², and $V=100$ nm³. Then $\sigma_s=10-6=4$ eV/nm².

In units of eV/nm², $W$ is bounded by $|x|,|y|\le10$, $-4\le z\le10$ and $|x|+|y|+|z|\le s$, where $s=9\sqrt3=15.588$. A slice at height $z$ is a diamond of half-diagonal $q=s-|z|$ and area $2q^2$. Where $q>10$, the side planes remove four corners of area $(q-10)^2$ each. Integrating over $z$,

$$\begin{aligned}
V_W&=\tfrac23\left[2s^3-(s-10)^3-(s-4)^3\right]\\
&\quad-\tfrac43\left[2(s-10)^3-(s-14)^3\right]\\
&=3896.8-460.1=3436.7\ (\text{eV/nm}^2)^3 .
\end{aligned}$$

The scale is $\lambda=(100/3436.7)^{1/3}=0.3076$ nm³/eV, which gives

- substrate distance $d_s=4\lambda=1.23$ nm, with $O$ inside the crystal;
- top and side distances $10\lambda=3.08$ nm, and $\{111\}$ distances $9\lambda=2.77$ nm;
- height $H=14\lambda=4.31$ nm and side-to-side width $w=20\lambda=6.15$ nm;
- free energy $F=3V/\lambda=975$ eV.

As a test that does not impose the rule, the energy was minimised numerically over 14 independent facet distances. The point $O$ was then located from the free facets alone. The contact facet gave $d_s/\lambda=4.00$ eV/nm², as predicted. For $\beta=12$ eV/nm² the same procedure, with the ten facets then present, gave $-2.00$ eV/nm². The negative distance is thus a property of the minimum.

## Stronger adhesion and the wetting limit

With volume and surface energies held fixed, the shape responds to $\beta$ as follows.

| $\beta$ (eV/nm²) | $d_s$ (nm) | $H$ (nm) |
|---:|---:|---:|
| 0 | 2.84 | 5.69 |
| 6 | 1.23 | 4.31 |
| 10 | 0 | 3.58 |
| 12 | −0.81 | 3.25 |
| 18 | −6.64 | 1.66 |

At $\beta=0$ the complete free crystal just touches the substrate. At $\beta=10$ eV/nm² the point $O$ lies in the interface and the island is the upper half of a free crystal. For larger $\beta$ the overhanging $\{111\}$ facets are gone and $O$ is a construction point inside the substrate.

The height is not linear in $\beta$, because $\lambda$ grows as $V_W$ shrinks. Near the limit, $W$ is a thin plate of thickness $2\gamma_{100}-\beta$ and nearly constant area. Then $V_W\propto2\gamma_{100}-\beta$ and $\lambda\propto(2\gamma_{100}-\beta)^{-1/3}$, so (9) gives $H\propto(2\gamma_{100}-\beta)^{2/3}\to0$. The power law is approached slowly: the local exponent is about 0.56 at $\beta=18$ eV/nm², and it comes close to $2/3$ only when this island is about one atomic layer high.

Beyond the limit no minimum exists in this model. A flat box of side $L$ and volume $V$ has

$$F=(2\gamma_{100}-\beta)L^2+\frac{4\gamma_{100}V}{L}.$$

For $\beta=21$ eV/nm² and $L=200$ nm this is $-40000+20=-39980$ eV, and it falls further as $L$ grows. For $\beta=19$ eV/nm² it is $+40020$ eV, and spreading is opposed. These boxes would be only 0.0025 nm thick, far thinner than an atom, so the numbers show the trend of the model and not the energy of a real film. A real film stops thinning at atomic thickness, where size-independent surface energies no longer apply.

## Adhesion from an island's proportions

If the top and side facets are all $\{100\}$, then $w=2\lambda\gamma_{100}$ and $H=\lambda(2\gamma_{100}-\beta)$. Dividing removes $\lambda$:

$$\frac{2H}{w}=2-\frac{\beta}{\gamma_{100}}\quad\Longrightarrow\quad \beta=\gamma_{100}\left(2-\frac{2H}{w}\right). \tag{10}$$

For the example, $2H/w=8.612/6.152=1.40$ and $\beta=10\times0.60=6.0$ eV/nm², or 0.96 J/m².

This use of the rule requires an equilibrated, nearly unstrained island whose side facets exist. The side facet of $W$ reaches up to $z=\sqrt3\gamma_{111}-\gamma_{100}$, while the substrate plane is at $z=\beta-\gamma_{100}$. The side facet therefore exists for $\beta<\sqrt3\gamma_{111}=15.6$ eV/nm² here. An error of one atomic layer, 0.195 nm, in $H$ at fixed $w$ shifts $\beta$ by $2\gamma_{100}\times0.195/6.15=0.63$ eV/nm², about a tenth of its value.

## Nucleation and the chemical potential

Equation (4) gives the energy cost of adding one atom of volume $\Omega$ as $2\Omega/\lambda$. With lattice constant 0.39 nm, $\Omega=0.39^3/4=0.0148$ nm³, and the cost is 0.096 eV per atom. At 600 K, where $kT=0.052$ eV, an ideal vapour in equilibrium with the island has a pressure $e^{0.0964/0.0517}\approx6.5$ times that over the bulk crystal.

Let the vapour offer a driving force $\Delta\mu$ per atom. An island of the best shape and scale $\lambda$ has formation energy

$$\Delta G(\lambda)=-\frac{\Delta\mu}{\Omega}\lambda^3V_W+3\lambda^2V_W .$$

Setting the derivative to zero gives $\lambda^*=2\Omega/\Delta\mu$. Substituting $\Delta\mu/\Omega=2/\lambda^*$,

$$\Delta G^*=-2\lambda^{*2}V_W+3\lambda^{*2}V_W=\lambda^{*2}V_W=\tfrac13F(\lambda^*). \tag{11}$$

This is a maximum in size and a minimum in shape, so the equilibrium with the vapour is unstable. At equal $\Delta\mu$ the free crystal has the same $\lambda^*$. The substrate therefore lowers the barrier by the factor $V_W/V_{\rm free}$, which is 0.79 here.

For the 100 nm³ island the barrier is $975/3=325$ eV, thousands of times $kT$, so islands of this size do not nucleate at this driving force. The barrier varies as $\Delta\mu^{-2}$. Lowering it to 1 eV needs a driving force 18 times larger, and the critical volume falls to $100/18^3\approx0.017$ nm³. That is about one atom, for which facets have no meaning. The rule describes the grown island, not such a nucleus.

## Whole atomic layers

A real height is a whole number of layers. The example has $4.306/0.195=22.1$ of them. Forcing the height half a layer away from the optimum, with the other facets relaxed at fixed volume, costs 0.10 to 0.11 eV, about $2kT$ at 600 K. The cost is quadratic for small offsets, so a full layer costs about 0.4 eV, or $8kT$. If the height were continuous, its thermal spread would be 0.05 nm, a quarter of a layer. Here the optimum lies only 0.08 layer above a whole number, so if only the height is restricted to whole layers, 22 layers is preferred and thermal fluctuations seldom change that number. This does not predict the layer count of a real island. The side and $\{111\}$ facets also come in whole layers, and fitting them to the lattice can cost as much as a layer of height or more. A 10 % change in $\beta$ moves the optimum between 21.5 and 22.7 layers, and edge energies can shift it as well. Were the optimum midway between two whole numbers, both heights would be about equally likely. These are energies of finished shapes; the barrier to starting a new layer on the top facet is a separate quantity, not computed here.

## Comparison with palladium on magnesium oxide

The parameters lie in the rough regime of palladium on MgO(001): $\gamma_{100}=1.60$, $\gamma_{111}=1.44$ and $\beta=0.96$ J/m², with lattice constants near 0.39 and 0.42 nm. One assumption in doubt is the absence of strain. The misfit is about 8 %. With a rough biaxial modulus of 200 GPa, uniform strain at the full misfit would store roughly 700 eV, comparable with $F$. The modulus depends on direction; for a (001) palladium film it is nearer 130 GPa, which gives about 480 eV. A uniform strain energy depends only on the volume and would not by itself change the shape. A coherent island, however, can relax near its free facets, by an amount that depends on its shape. With so much energy stored, this relaxation cannot be assumed negligible, and the rule is not justified for a fully coherent island. If misfit dislocations leave a residual strain of 0.5 %, the figure is 2 to 3 eV. Their spacing, measured along [110], would be about 4 nm, and the contact is 5.0 nm wide in that direction. One or two then fit across the contact, and $\beta$ need not be independent of size. The size of that variation is not calculated here, but a 10 % change in $\beta$ moves the height by 3 %. Edges cost about 40 eV, or 4 % of $F$, if their energy is roughly 0.5 eV/nm; their effect on the shape is not included. Lowering both surface energies by 0.3 eV/nm², a rough allowance for 600 K, changes the height by less than 1 % at fixed $\beta$. For these assumed changes, the one in adhesion shifts the predicted height more than the one in surface energy. Any change of $\beta$ with temperature is left out of this comparison. The numerical output lists the remaining values.

## Numbers as computed

```
gamma_100 = 10.0 eV/nm^2 = 1.60 J/m^2
gamma_111 = 9.0 eV/nm^2 = 1.44 J/m^2
adhesion beta = 6.0 eV/nm^2 = 0.96 J/m^2
island volume = 100 nm^3, atoms = 6743
V_W = 3436.7 (eV/nm^2)^3
scale lam = 0.3076 nm^3/eV
substrate distance d_s = 1.230 nm
top and side distance = 3.076 nm
{111} facet distance = 2.768 nm
height = 4.306 nm, side-to-side width = 6.152 nm
contact area = 24.45 nm^2, top area = 5.91 nm^2
surface free energy F = 975.4 eV
dF/dV, 14 single-facet moves: 6.50248 to 6.50248 eV/nm^3
formula 2/lam = 6.50248 eV/nm^3
free minimisation, beta 6: d_s/lam = 4.0000 eV/nm^2
free minimisation, beta 12: d_s/lam = -2.0000 eV/nm^2
beta read from minimised height/width = 6.0000 eV/nm^2
lowest F/bound, 300 random shapes, beta 6: 1.0297
lowest F/bound, 300 random shapes, beta 12: 1.0406
cube-to-tetrahedron map: bound 1.6510, divergence 2.2500, flux limit 3.0000
beta  0 eV/nm^2: d_s = +2.843 nm, height = 5.686 nm
beta  3 eV/nm^2: d_s = +2.039 nm, height = 4.952 nm
beta  6 eV/nm^2: d_s = +1.230 nm, height = 4.306 nm
beta  9 eV/nm^2: d_s = +0.341 nm, height = 3.748 nm
beta 10 eV/nm^2: d_s = +0.000 nm, height = 3.582 nm
beta 12 eV/nm^2: d_s = -0.812 nm, height = 3.248 nm
beta 15 eV/nm^2: d_s = -2.646 nm, height = 2.646 nm
beta 18 eV/nm^2: d_s = -6.639 nm, height = 1.660 nm
box energy, beta 21, side 200 nm: -39980 eV
box energy, beta 19, side 200 nm: 40020 eV
chemical-potential rise 2*Omega/lam = 0.0964 eV/atom
temperature = 600 K, kT = 0.0517 eV
equilibrium vapour pressure ratio = 6.46
barrier at that driving force = 325.1 eV
barrier supported/free = 0.7896
volume ratio V_W/V_free = 0.7896
layer spacing = 0.195 nm, layers = 22.08
cost of half a layer too high = 0.103 eV
cost of half a layer too low = 0.112 eV
continuum thermal rms height = 0.048 nm
edge length = 77.0 nm
edge energy at 0.5 eV/nm = 38.5 eV = 3.9 % of F
film, substrate lattice constants = 0.39, 0.42 nm
misfit = 7.7 %, dislocation spacing = 3.86 nm
biaxial modulus = 200 GPa = 1248 eV/nm^3
uniform strain energy at 0.5 % = 3.1 eV
uniform strain energy at full misfit = 739 eV
surface-energy drop from 0 K = 0.30 eV/nm^2
height with that drop, beta kept = 4.278 nm
height for beta 10 % lower = 4.428 nm
height for beta 10 % higher = 4.188 nm
```
